# Gauge-origin independence of the magnetic energy of a one-electron atom

## Problem

One electron (charge $-1$) is bound in the 1s state $\psi_0=(Z^3/\pi)^{1/2}e^{-Zr}$, $E_0=-Z^2/2$, to a point nucleus of charge $Z$ fixed at the origin. A uniform field $\mathbf B=B\hat{\mathbf z}$ is described by $\mathbf A_{\mathbf d}=\tfrac12\mathbf B\times(\mathbf r-\mathbf d)$, whose gauge origin $\mathbf d$ lies away from the nucleus:

$$H_{\mathbf d}=\tfrac12(\mathbf p+\mathbf A_{\mathbf d})^2-\frac Zr,\qquad \mathbf p=-i\nabla .$$

Hartree atomic units are used. Spin is left out, because its Zeeman term does not contain $\mathbf d$.

(a) Sort $H_{\mathbf d}$ by powers of $B$, and find the first-order energy and the diamagnetic energy.

(b) Evaluate the paramagnetic second-order energy with the Thomas-Reiche-Kuhn sum and show that it cancels the part of the diamagnetic energy that depends on $\mathbf d$.

(c) Obtain the same result without a sum over states, and extend it to all orders in $B$.

(d) For $Z=1$, find how the sum is shared among bound and continuum states.

(e) Find what remains of the cancellation in a finite basis centred on the nucleus.

(f) Give numbers for hydrogen with $B=0.01$ and $\mathbf d=(1.2,\,1.6,\,0.9)$ bohr.

## Solution

### (a) Expansion

The square is $\tfrac12p^2+\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\tfrac12A^2$, with $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p-i\nabla\cdot\mathbf A$. The divergence vanishes, because the $x$ component of $\mathbf B\times\mathbf r$ does not contain $x$, and likewise for $y$ and $z$. Define

$$\mathbf k=\tfrac12\mathbf B\times\mathbf d=\tfrac B2(-d_y,\,d_x,\,0),\qquad k=\tfrac12Bd_\perp,\qquad d_\perp^2=d_x^2+d_y^2,$$

so that $\mathbf A_{\mathbf d}=\mathbf A_{\mathbf 0}-\mathbf k$. The cyclic rule for the triple product gives $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)=BL_z$. Hence $H_{\mathbf d}=H_0+H_1+H_2$ with $H_0=\tfrac12p^2-Z/r$ and

$$H_1=\tfrac12BL_z-\mathbf k\cdot\mathbf p,\qquad H_2=\tfrac18B^2\left[(x-d_x)^2+(y-d_y)^2\right].$$

The component $d_z$ has dropped out: moving the origin along the field changes nothing.

The 1s level is nondegenerate, so ordinary perturbation theory applies for weak fields, $B\ll Z^2$, and for $k\ll Z$, which keeps the matrix elements of $\mathbf k\cdot\mathbf p$, of order $kZ$, small against the level spacing, of order $Z^2$. The first-order energy $\langle H_1\rangle$ is zero: $L_z\psi_0=0$ because $\psi_0$ is spherical, and $\langle\mathbf p\rangle=0$ because $\psi_0$ is even and $\mathbf p\psi_0$ odd under inversion. At order $B^2$ the energy is $E^{(2)}=E_{\rm dia}+E_{\rm para}$, with

$$E_{\rm dia}=\langle H_2\rangle,\qquad E_{\rm para}=-\sum_{n\ne0}\frac{|\langle n|H_1|0\rangle|^2}{E_n-E_0},$$

where $n$ runs over all other eigenstates of $H_0$, an integral over the continuum included.

In $H_2$ the cross term $-2(d_xx+d_yy)$ is odd and averages to zero. Spherical symmetry gives $\langle x^2+y^2\rangle=\tfrac23\langle r^2\rangle$, and $\langle r^2\rangle=4Z^3\int_0^\infty r^4e^{-2Zr}dr=4Z^3\cdot24/(2Z)^5=3/Z^2$. Therefore

$$E_{\rm dia}=\frac{B^2}{8}\left(\frac{2}{Z^2}+d_\perp^2\right)=\frac{B^2}{4Z^2}+\frac{k^2}{2}.$$

### (b) The paramagnetic term

Turn the axes about $z$ so that $\mathbf k$ points along $y$. Since $L_z\psi_0=0$, $\langle n|H_1|0\rangle=-k\langle n|p_y|0\rangle$, and

$$E_{\rm para}=-\frac{k^2}{2}S,\qquad S=\sum_{n\neq0}f_n,\qquad f_n=\frac{2|\langle n|p_y|0\rangle|^2}{E_n-E_0}.$$

For $\mathbf d=0$ this term is absent.

The potential is a function of position and commutes with $y$. With $[p_y,y]=-i$,

$$[H_0,y]=\tfrac12\left(p_y[p_y,y]+[p_y,y]p_y\right)=-ip_y .$$

So $p_y=i[H_0,y]$, and between eigenstates $\langle n|p_y|0\rangle=i(E_n-E_0)\langle n|y|0\rangle$. This turns the velocity form of the oscillator strength into the length form, $f_n=2(E_n-E_0)|\langle n|y|0\rangle|^2$.

The double commutator $[y,[H_0,y]]$ can be evaluated in two ways. Directly, it is $-i[y,p_y]=-i\cdot i=1$. Multiplied out, it is $2yH_0y-y^2H_0-H_0y^2$, whose average in $\psi_0$ is $2\langle0|y(H_0-E_0)y|0\rangle$. Inserting the complete set of eigenstates gives the Thomas-Reiche-Kuhn sum,

$$S=2\sum_n(E_n-E_0)|\langle n|y|0\rangle|^2=1 .$$

Hence

$$E_{\rm para}=-\frac{k^2}{2}=-\frac{B^2d_\perp^2}{8},\qquad E^{(2)}=\frac{B^2}{4Z^2}.$$

The cancelling terms do not contain $Z$. The argument used only a nondegenerate spherical state, completeness and a local potential. A nonlocal potential $V$ adds $\langle[y,[V,y]]\rangle$ to the length-form sum and breaks the link between the two forms of $f_n$, so the proof fails for it. The division into diamagnetic and paramagnetic parts depends on $\mathbf d$ and has no physical meaning by itself; only the total does.

### (c) First-order function and gauge transformation

The commutator acting on $\psi_0$ gives $(H_0-E_0)(y\psi_0)=[H_0,y]\psi_0=-\partial_y\psi_0$. The first-order equation is $(H_0-E_0)\psi^{(1)}=-H_1\psi_0=kp_y\psi_0=-ik\,\partial_y\psi_0$, so

$$\psi^{(1)}=iky\,\psi_0 ,$$

which is odd and hence orthogonal to $\psi_0$. In $E_{\rm para}=\langle\psi_0|H_1|\psi^{(1)}\rangle$ the operator $L_z$ gives zero acting to the left, and $-k(-i)(ik)=-k^2$, so $E_{\rm para}=-k^2\langle\psi_0|\partial_y(y\psi_0)\rangle$. The product rule and one integration by parts give

$$\langle\psi_0|\partial_y(y\psi_0)\rangle=1+\tfrac12\int y\,\partial_y(\psi_0^2)\,d^3r=1-\tfrac12=\tfrac12 ,$$

in agreement with (b).

The function $\psi^{(1)}$ is the linear term of $e^{i\mathbf k\cdot\mathbf r}\psi_0$. For any function $g$, $\mathbf p\,(e^{i\mathbf k\cdot\mathbf r}g)=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)g$, and $\mathbf A_{\mathbf d}+\mathbf k=\mathbf A_{\mathbf 0}$, so

$$(\mathbf p+\mathbf A_{\mathbf d})\,e^{i\mathbf k\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf A_{\mathbf 0}).$$

Applying this twice gives $H_{\mathbf d}=e^{i\mathbf k\cdot\mathbf r}H_{\mathbf d=0}\,e^{-i\mathbf k\cdot\mathbf r}$. The two operators are unitarily equivalent and share every eigenvalue at every field strength. This covers the excited levels, for which the nondegenerate expansion of (a) does not apply. Physically, the shift subtracts $\mathbf k$ from the velocity operator $\mathbf p+\mathbf A$, and the state acquires canonical momentum $\mathbf k$ to make up for it. The p states admixed in first order supply the linear term of the phase factor that carries this momentum; its higher terms need states of other angular momentum as well.

### (d) Shares of the sum for $Z=1$

Here $p_y\psi_0=-i(y/r)\,d\psi_0/dr=i(y/r)\psi_0$, which overlaps only states $(u_p/r)\sqrt{3/4\pi}\,(y/r)$. With $\psi_0=u_{1s}/(r\sqrt{4\pi})$, $u_{1s}=2re^{-r}$, the angular integral is $(\sqrt3/4\pi)(4\pi/3)=1/\sqrt3$, and

$$f=\frac{2V^2}{3\,\Delta E},\qquad V=\int_0^\infty u_pu_{1s}\,dr .$$

For energy $-\kappa^2/2$ the radial equation is $u''=(2/r^2-2/r+\kappa^2)u$. Setting $u=r^2e^{-\kappa r}w$ gives $u''=e^{-\kappa r}[r^2w''+(4r-2\kappa r^2)w'+(2-4\kappa r+\kappa^2r^2)w]$, and so $rw''+(4-2\kappa r)w'+(2-4\kappa)w=0$. In the variable $s=2\kappa r$ this is Kummer's equation $sw''+(4-s)w'-aw=0$ with $a=2-1/\kappa$. Matching powers of $s$ gives the regular solution

$$M(a,4,s)=\sum_j\frac{(a)_j\,s^j}{(4)_j\,j!},\qquad (a)_j=a(a+1)\cdots(a+j-1),\qquad (4)_j=\frac{(j+3)!}{6}.$$

With $u_p=Nr^2e^{-\kappa r}M$, integrate term by term with $e^{-r}$ replaced by $e^{-\lambda r}$. Each term gives $(j+3)!/(\lambda+\kappa)^{j+4}$, whose factorial cancels that in $(4)_j$. The binomial series $\sum_j(a)_jt^j/j!=(1-t)^{-a}$ with $t=2\kappa/(\lambda+\kappa)$ is left. It converges for large $\lambda$; the integral is analytic in $\lambda$ down to $\lambda=1$ for the states below, so

$$V=\frac{12N}{(1+\kappa)^4}\left(\frac{1-\kappa}{1+\kappa}\right)^{-a}.$$

**Bound states.** Unless the series ends, the ratio of successive coefficients tends to $1/j$ and $M$ grows like $e^s$. So $a=-m$ with $m=n-2\ge0$ and $\kappa=1/n$. Since $(-m)_j/j!=(-1)^j\binom mj$, $M=\sum_j(-1)^j\binom mj\,6s^j/(j+3)!$, and comparison with the Leibniz rule shows

$$s^3e^{-s}M=\frac{6}{(m+3)!}\frac{d^m}{ds^m}\left(s^{m+3}e^{-s}\right).$$

In $I=\int s^4e^{-s}M^2ds$, integrate by parts $m$ times onto $sM$. Only its two highest powers survive: $d^m(sM)/ds^m=(-1)^m\frac{6\,m!}{(m+3)!}[(m+1)s-m(m+3)]$. Then

$$I=\frac{36\,m!}{[(m+3)!]^2}\left[(m+1)(m+4)!-m(m+3)(m+3)!\right]=\frac{36\,m!\,(2m+4)}{(m+3)!}=\frac{72}{n^2-1}.$$

Normalization, $N^2(n/2)^5I=1$, gives $N^2=4(n^2-1)/(9n^5)$. Then $V^2=64\,(n^2-1)\,n^3(n-1)^{2n-4}/(n+1)^{2n+4}$, and with $\Delta E=(n^2-1)/2n^2$,

$$f_n=\frac{2^8\,n^5(n-1)^{2n-4}}{3\,(n+1)^{2n+4}} .$$

For $n=2$ to $6$ this is $0.4162$, $0.0791$, $0.0290$, $0.0139$, $0.0078$.

**Continuum.** Now $\kappa=iq$, $E=q^2/2$, $a=2+i/q$ and $4-a=a^*$. Expanding the exponential and using the beta integral term by term confirms

$$M=\frac{6}{\Gamma(a)\Gamma(a^*)}\int_0^1e^{st}\,t^{a-1}(1-t)^{3-a}dt .$$

For $s=2iqr$ and large $r$ the oscillation cancels everything except the end points. Near $t=0$, $\int_0^\infty e^{st}t^{a-1}dt=\Gamma(a)(-s)^{-a}$ contributes $6(-s)^{-a}/\Gamma(a^*)$; near $t=1$ the same integral in $1-t$ contributes $6e^ss^{-a^*}/\Gamma(a)$. With $\mp s=2qr\,e^{\mp i\pi/2}$, the powers are $-(2qr)^{-2\mp i/q}e^{-\pi/2q}$. After multiplication by $r^2e^{-iqr}$ the two terms are complex conjugates, so $u_p$ tends to a cosine of $qr+q^{-1}\ln2qr+\text{const}$ with amplitude

$$\mathcal A=\frac{3Ne^{-\pi/2q}}{q^2\,|\Gamma(2+i/q)|}.$$

The recurrence and reflection formulas give $|\Gamma(2+i\eta)|^2=(1+\eta^2)\,\Gamma(1+i\eta)\Gamma(1-i\eta)=(1+\eta^2)\,\pi\eta/\sinh\pi\eta$, with $\eta=1/q$. To fix $\mathcal A$, place a wall at large radius $R$. The levels are spaced by $\pi/R$ in $q$ (the logarithm is negligible against $R$), which is $R/\pi q$ states per unit energy, each with squared amplitude $2/R$. Normalization per unit energy therefore means $\mathcal A^2=2/\pi q$, and with $e^{x}/\sinh x=2/(1-e^{-2x})$,

$$N^2=\frac{2}{\pi q}\cdot\frac{q^4e^{\pi/q}}{9}\cdot\frac{1+q^2}{q^2}\cdot\frac{\pi/q}{\sinh(\pi/q)}=\frac{4(1+q^2)}{9\,(1-e^{-2\pi/q})}.$$

In $V$, $(1-iq)/(1+iq)=e^{-2i\theta}$ with $\theta=\arctan q$, and its power $-a$ has modulus $e^{-2\theta/q}$. So $|V|^2=144N^2(1+q^2)^{-4}e^{-4\theta/q}$, and with $\Delta E=(1+q^2)/2$,

$$\frac{df}{dE}=\frac{2^8\,e^{-4\arctan(q)/q}}{3\,(1+q^2)^4\,(1-e^{-2\pi/q})}.$$

At threshold this is $2^8e^{-4}/3=1.5629$ per hartree. The bound strength per unit energy, $n^3f_n$, has the same limit, since $f_n=\tfrac{2^8}{3}n^5(n^2-1)^{-4}[(n-1)/(n+1)]^{2n}$ and the last factor tends to $e^{-4}$. At $q=0.5$, $1$, $2$ per bohr the density is $0.8563$, $0.2309$, $0.0156$ per hartree. Numerical summation and integration (with $dE=q\,dq$) give

$$S=0.565004\ (\text{bound})+0.434996\ (\text{continuum})=1.000000 ,$$

a confirmation of (b) that makes no use of closure.

### (e) Finite basis

Let the basis consist of full spherical shells on the nucleus, with s functions good enough that the lowest eigenvector of $H_0$ is an s state. This state is nondegenerate, spherical and even, and perturbation theory holds for the matrix problem, so (a) and the first step of (b) carry over:

$$E^{(2)}=\frac{B^2}{8}\left[\langle x^2+y^2\rangle+d_\perp^2\,(1-S_{\rm basis})\right],$$

with the velocity-form sum taken over the eigenvectors of $H_0$ in the basis. Nothing now forces $S_{\rm basis}=1$. A basis of s functions has $S_{\rm basis}=0$ by parity, and the whole spurious term survives.

Take the exact $\psi_0$ ($Z=1$) and one normalized function $\phi\propto ye^{-\zeta r}$, that is $u=Nr^2e^{-\zeta r}$. Opposite parity makes $H_0$ diagonal. The integrals $I_j=\int r^je^{-2\zeta r}dr$ are $I_2=1/4\zeta^3$, $I_3=3/8\zeta^4$, $I_4=3/4\zeta^5$, so $N^2=4\zeta^5/3$. The kinetic energy is $N^2[\tfrac12(4I_2-4\zeta I_3+\zeta^2I_4)+I_2]=N^2\cdot3/8\zeta^3=\zeta^2/2$, the potential energy is $-N^2I_3=-\zeta/2$, and $\Delta E=(\zeta^2-\zeta+1)/2$. With $V=2N\cdot3!/(1+\zeta)^4$,

$$S(\zeta)=\frac{256\,\zeta^5}{(1+\zeta)^8(\zeta^2-\zeta+1)} .$$

For $\zeta=0.5$, $0.8$, $1$, $1.2$, $2$ per bohr the values are $0.4162$, $0.9062$, $1$, $0.9361$, $0.4162$. At $\zeta=\tfrac12$, $\phi$ is the 2p state and $S=f_2$. The equal value at $\zeta=2$ follows from $S(1/\zeta)=S(\zeta)$: the numerator gains $\zeta^{-10}$, and the denominator gains $\zeta^{-8}\zeta^{-2}$. The value 1 is the maximum. By (c), $|\langle\phi|p_y|\psi_0\rangle|=|\langle\phi|(H_0-E_0)|y\psi_0\rangle|$. Since $H_0-E_0$ is positive on odd functions, the Schwarz inequality bounds the square of this by $\Delta E\,\langle y\psi_0|(H_0-E_0)|y\psi_0\rangle=\Delta E/2$, with equality only for $\phi\propto y\psi_0$. One function of the shape of $\psi^{(1)}$ thus does what all bound p states together do not.

For hydrogen in Gaussian bases, $E^{(2)}/B^2$ was extracted by diagonalizing the full $H_{\mathbf d}$ with the $\mathbf d$ of part (f), $d_\perp=2$ bohr. The last basis has exponents in geometric progression for s, p, d and f shells.

| basis | $S_{\rm basis}$ | $\langle x^2+y^2\rangle$ | $\mathbf d=0$ | shifted |
|---|---|---|---|---|
| STO-3G | 0.0000 | 1.2990 | 0.1624 | 0.6624 |
| cc-pVDZ | 0.3855 | 1.9817 | 0.2477 | 0.5550 |
| aug-cc-pVTZ | 0.9938 | 2.0055 | 0.2507 | 0.2538 |
| even-tempered | 1.0000 | 2.0000 | 0.2500 | 0.2500 |

The last column agrees with the formula; for cc-pVDZ, $[1.9817+4(1-0.3855)]/8=0.5550$, more than twice the exact $1/4$. The origin-dependent part of the error, $d_\perp^2(1-S_{\rm basis})/8$, grows as $d_\perp^2$. STO-3G misses $1/4$ even at $\mathbf d=0$, because its $\langle x^2+y^2\rangle$ is $1.30$ instead of $2$ bohr$^2$.

### (f) Numbers for hydrogen

The field $B=0.01$ is $2350.5$ T, $d_\perp=\sqrt{1.2^2+1.6^2}=2$ bohr and $k=0.01$ per bohr. Energies are in hartree.

- Diamagnetic term at $\mathbf d=0$: $10^{-4}\cdot2/8=2.500\times10^{-5}$.
- Extra diamagnetic term: $10^{-4}\cdot4/8=5.000\times10^{-5}$, making $E_{\rm dia}=7.500\times10^{-5}$.
- Paramagnetic term, bound states: $-5\times10^{-5}\cdot0.565004=-2.825\times10^{-5}$, of which 2p gives $-5\times10^{-5}\cdot0.416197=-2.081\times10^{-5}$.
- Paramagnetic term, continuum: $-5\times10^{-5}\cdot0.434996=-2.175\times10^{-5}$.

The total is $(7.500-2.825-2.175)\times10^{-5}=2.500\times10^{-5}$ hartree $=0.680$ meV. Without the continuum it would be $4.675\times10^{-5}$, too large by $2.175/2.500=87\%$ of the correct $E^{(2)}$.

The magnetizability is $\xi=-\partial^2E/\partial B^2=-2E^{(2)}/B^2$. Its parts are $\xi_{\rm dia}=-(2+4)/4=-1.5$ and $\xi_{\rm para}=+4/4=+1$, so $\xi=-0.5$ a.u. $=-3.95\times10^{-29}$ J/T$^2$ for the orbital motion around a fixed proton.

Diagonalization in the even-tempered basis with the shifted origin gives $E-E_0=2.49973\times10^{-5}$, which is $2.7\times10^{-9}$ below $E^{(2)}$. The last digit of each number depends on the basis: denser exponents lower the energy by about $2\times10^{-11}$, to $2.49972\times10^{-5}$, which is $2.8\times10^{-9}$ below $E^{(2)}$. At $B=0.1$ it gives $2.47352\times10^{-3}$ for $\mathbf d=0$, about $2.6\times10^{-5}$ below $B^2/4=2.5\times10^{-3}$. Complex conjugation maps $H_{\mathbf d}$ at $B$ onto $H_{\mathbf d}$ at $-B$, so the ground energy is even in $B$ and the next term is of order $B^4$; the ratio of the two deviations, about $10^4$, fits this. At $B=0.1$ the shifted origin gives $2.47353\times10^{-3}$. The two origins differ by $9\times10^{-9}$, far below both the higher-order part and the cancelled term $5\times10^{-3}$. By (c) the exact difference is zero, so this remainder is an error of the finite basis. It is $5\times10^{-7}$ without the f shells and falls to $2\times10^{-9}$ when g shells are added. The program that produced these numbers and its output follow.

## Table of computed values

```
Z=2: <x^2+y^2> = 0.50000000 bohr^2
Z=2: -E_para/k^2 from first-order function = 0.50000000
f(1s->2p) = 0.416197, excitation energy 0.375000 hartree
f(1s->3p) = 0.079102, excitation energy 0.444444 hartree
f(1s->4p) = 0.028991, excitation energy 0.468750 hartree
f(1s->5p) = 0.013938, excitation energy 0.480000 hartree
f(1s->6p) = 0.007799, excitation energy 0.486111 hartree
df/dE at q = 0.5 /bohr: 0.856256 per hartree
df/dE at q = 1.0 /bohr: 0.230905 per hartree
df/dE at q = 2.0 /bohr: 0.015587 per hartree
df/dE at threshold: 1.562935 per hartree
S bound = 0.565004, S continuum = 0.434996, total = 1.000000000
S(zeta = 0.5 /bohr) = 0.416197
S(zeta = 0.8 /bohr) = 0.906214
S(zeta = 1.0 /bohr) = 1.000000
S(zeta = 1.2 /bohr) = 0.936145
S(zeta = 2.0 /bohr) = 0.416197
d = [1.2, 1.6, 0.9] bohr, d_perp = 2.0000 bohr
basis: E0/hartree, S, <x^2+y^2>/bohr^2, E2/B^2 at d=0, E2/B^2 at d (a.u.)
sto-3g: -0.466582 0.000000 1.299048 0.162381 0.662381
cc-pvdz: -0.499278 0.385504 1.981705 0.247713 0.554961
aug-cc-pvtz: -0.499821 0.993784 2.005538 0.250692 0.253800
even-tempered: -0.500000 1.000000 2.000001 0.250000 0.250000
B = 0.1: E-E0 at d=0 2.4735215e-03, at d 2.4735301e-03 hartree
B = 0.1: B^2/4 = 2.5000000e-03, B^2 dp^2/8 = 5.0000000e-03 hartree
B = 0.01 a.u. = 2350.52 T, |k| = 0.0100 /bohr
<x^2+y^2> = 2.000000 bohr^2
E_dia at d=0 = 2.500000e-05 hartree
extra E_dia = 5.000000e-05 hartree
E_dia at d = 7.500000e-05 hartree
E_para 2p = -2.080984e-05 hartree
E_para bound = -2.825021e-05 hartree
E_para continuum = -2.174979e-05 hartree
E_para total = -5.000000e-05 hartree
E2 total = 2.500000e-05 hartree = 0.68028 meV
diagonalized E-E0 at d = 2.49973e-05 hartree
E2 with bound states only = 4.674979e-05 hartree
relative error, bound only = 0.8700
xi_dia = -1.500000 a.u., xi_para = 1.000000 a.u.
xi total = -0.500000 a.u. = -3.94552e-29 J/T^2
```
